\section*{Three-electron Hylleraas integrals with odd pair powers: W functions, tail and acceleration, part 1}

(Sections cited here and not found follow in the second part.)

\section{Reduction to a single Legendre series of W functions}

\subsection{The result}

In atomic units, with lengths in bohr, consider
\begin{equation}
I=\int d^3r_1\,d^3r_2\,d^3r_3\;
r_1^{j_1}r_2^{j_2}r_3^{j_3}\,
r_{12}^{p_{12}}r_{23}^{p_{23}}r_{31}^{p_{31}}\,
e^{-\alpha_1r_1-\alpha_2r_2-\alpha_3r_3},
\label{eq:I}
\end{equation}
where $r_i$ is the distance of electron $i$ from the nucleus and $r_{ij}$ the distance between two electrons. The exponents $\alpha_i$ are positive, the integers $j_i$ are at least $-1$, and the three pair powers are odd and at least $-1$. Define
\begin{equation}
\begin{gathered}
\nu=q+\tfrac12,\qquad P=p_{12}+p_{23}+p_{31},\\
\sigma=\alpha_1+\alpha_2+\alpha_3,\qquad N=j_1+j_2+j_3+P+9 .
\end{gathered}
\label{eq:defs}
\end{equation}
Then $I=\sum_{q=0}^\infty T(q)$, where each $T(q)$ is a finite sum of the radial integrals $W$ defined in \eqref{eq:W}. For large $q$,
\begin{equation}
T(q)\sim\nu^{-(P+7)}\Big(A_0+\frac{A_1}{\nu^2}+\frac{A_2}{\nu^4}+\dots\Big),
\qquad A_0=16\pi^3\,G\,\frac{(N-1)!}{\sigma^N},
\label{eq:tail}
\end{equation}
with a number $G$ that depends on the pair powers alone. Because odd corrections in $1/\nu$ are absent, the missing part of the sum can be supplied by a few Hurwitz zeta functions:
\begin{equation}
I\simeq\sum_{q=0}^{Q}T(q)+\sum_{m=0}^{M-1}A_m\,
\zeta\!\left(P+7+2m,\,Q+\tfrac32\right).
\label{eq:accel}
\end{equation}
The series in \eqref{eq:tail} is asymptotic; its convergence is not claimed.

Such integrals arise when the wave function of a three-electron atom is expanded in products of powers of all six distances. The slowest tail in the class \eqref{eq:I} has $P=-3$ and falls as $q^{-4}$. Coulomb repulsion between basis functions with non-negative pair powers lowers one power by one. If all three powers are then odd, the other two are at least $1$, so that $P\ge1$ and the tail falls at least as fast as $q^{-8}$.

\subsection{Expansion of one pair power}

Let $r_<$ and $r_>$ be the smaller and larger of $r_1,r_2$, and $\theta$ the angle between the two position vectors. With $(x)_n=x(x+1)\cdots(x+n-1)$ and $(x)_0=1$, the expansion is
\begin{equation}
r_{12}^{p}=\sum_{q}P_q(\cos\theta)\sum_kC_{pqk}\,
r_<^{\,q+2k}\,r_>^{\,p-q-2k},
\label{eq:pair}
\end{equation}
\begin{equation}
C_{pqk}=(2q+1)\,
\frac{(-\frac p2)_{q+k}\,(-\frac{p+1}2)_k}{k!\,(\frac32)_{q+k}} .
\label{eq:C}
\end{equation}

The proof is by induction from $p$ to $p+2$. For $p=-1$, the factor $(0)_k$ leaves only $k=0$. The ratio $(\frac12)_q/(\frac32)_q$ telescopes to $1/(2q+1)$, so $C=1$, and \eqref{eq:pair} is the multipole series of $1/r_{12}$. For $p=0$, the factor $(0)_{q+k}$ leaves the single term $1$. These are the starting points for odd and even powers.

For the step, multiply \eqref{eq:pair} by $r_{12}^2=r_<^2+r_>^2-2r_<r_>\cos\theta$ and use
\begin{equation}
\cos\theta\,P_s=\frac{(s+1)P_{s+1}+sP_{s-1}}{2s+1}.
\end{equation}
The polynomial $P_q$ is reached from $s=q-1$ with weight $q/(2q-1)$ and from $s=q+1$ with weight $(q+1)/(2q+3)$. Matching powers of $r_<$ gives
\begin{equation}
C_{p+2,q,k}=C_{pqk}+C_{p,q,k-1}
-\frac{2q}{2q-1}C_{p,q-1,k}-\frac{2(q+1)}{2q+3}C_{p,q+1,k-1}.
\label{eq:rec}
\end{equation}
Terms with a negative index are zero.

Now insert \eqref{eq:C}. Set $\lambda=-p/2$ and $n=q+k$, and divide every term by
\begin{equation*}
K=\frac{(\lambda)_{n-1}(\lambda-\frac12)_{k-1}}{k!\,(\frac32)_n},
\end{equation*}
where $(x)_{-1}=1/(x-1)$ extends the rule $(x)_n=(x)_{n-1}(x+n-1)$ to $n=0$. The extended symbols are finite, since $\lambda\le\frac12$. Every term of \eqref{eq:rec} is $K$ times a polynomial, so if $K=0$ both sides vanish and the recursion holds trivially; the division is needed only for $K\ne0$. With $a=\lambda-1$ and $b=\lambda-\frac32$, the four terms on the right become
\begin{equation*}
\begin{gathered}
(2q+1)(a+n)(b+k),\qquad (2q+1)k(n+\tfrac12),\\
-2q(b+k)(n+\tfrac12),\qquad -2(q+1)k(a+n).
\end{gathered}
\end{equation*}
In their sum, the coefficient of $ab$ is $2q+1$. That of $a$ is $(2q+1)k-2(q+1)k=-k$, and that of $b$ is $(2q+1)n-2q(n+\frac12)=n-q=k$. The rest is
\begin{equation*}
k\big[(2q+1)(2n+\tfrac12)-2q(n+\tfrac12)-2(q+1)n\big]=\tfrac k2 .
\end{equation*}
Since $a-b=\frac12$, the sum is $(2q+1)ab-\frac k2+\frac k2=(2q+1)ab$. The left side of \eqref{eq:rec} divided by $K$ is also $(2q+1)ab$, because its Pochhammer symbols are $(\lambda-1)_n=a(\lambda)_{n-1}$ and $(\lambda-\frac32)_k=b(\lambda-\frac12)_{k-1}$. This completes the induction.

For odd $p$ put
\begin{equation}
h=\frac{p+1}2 .
\label{eq:h}
\end{equation}
The factor $(-h)_k$ vanishes for $k>h$, so the sum over $k$ is finite while $q$ is unlimited. For even $p\ge0$, the factor $(-p/2)_{q+k}$ ends the sum over $q$ at $p/2$. For $p=1$ the two coefficients are
\begin{equation}
C_{1q0}=-\frac1{2q-1},\qquad C_{1q1}=\frac1{2q+3}.
\label{eq:C1}
\end{equation}

\subsection{Angles and radial orderings}

For distinct radii the three expansions converge geometrically and uniformly in the angles, so they may be multiplied and integrated term by term. The addition theorem of spherical harmonics gives
\begin{equation}
\int d\Omega_2\,P_q(\cos\theta_{12})P_{q'}(\cos\theta_{23})
=\frac{4\pi}{2q+1}\,\delta_{qq'}\,P_q(\cos\theta_{13}).
\end{equation}
Integration over the direction of electron 3 applies the same rule once more, now with $P_q(1)=1$, and the direction of electron 1 gives $4\pi$. Hence
\begin{equation}
\int d\Omega_1d\Omega_2d\Omega_3\,
P_q(\cos\theta_{12})P_{q'}(\cos\theta_{23})P_{q''}(\cos\theta_{31})
=\frac{(4\pi)^3}{(2q+1)^2}\,\delta_{qq'}\delta_{qq''}.
\label{eq:angle}
\end{equation}
The closed triangle of pair distances forces a common multipole order. If any one pair power is even and non-negative, the whole series therefore terminates and there is no tail.

The radial space splits into six regions $r_a<r_b<r_c$, one for each permutation $(a,b,c)$ of the electrons. Define
\begin{equation}
\begin{split}
W(l,m,n;\beta_1,\beta_2,\beta_3)=
\int_0^\infty\!dz\,z^ne^{-\beta_3z}
\int_0^z\!dy\,y^me^{-\beta_2y}
\int_0^y\!dx\,x^le^{-\beta_1x}.
\end{split}
\label{eq:W}
\end{equation}
Collect the powers of each radius, including $r^2$ from the volume element. The smallest radius is $r_<$ in both its pairs, the largest is $r_>$ in both, and the middle one plays each part once. Thus
\begin{equation}
\begin{split}
T(q)=\frac{(4\pi)^3}{(2q+1)^2}\sum_{(a,b,c)}\;\sum_{k_{ab},k_{bc},k_{ac}}
&C_{p_{ab}qk_{ab}}C_{p_{bc}qk_{bc}}C_{p_{ac}qk_{ac}}\\
&\times W(l,m,n;\alpha_a,\alpha_b,\alpha_c),
\end{split}
\label{eq:T}
\end{equation}
\begin{equation}
\begin{aligned}
l&=j_a+2+2q+2k_{ab}+2k_{ac},\\
m&=j_b+2+p_{ab}-2k_{ab}+2k_{bc},\\
n&=j_c+2+p_{bc}+p_{ac}-2q-2k_{bc}-2k_{ac}.
\end{aligned}
\label{eq:lmn}
\end{equation}
In $m$ the two contributions $\pm q$ have cancelled. The sum $l+m+n+3=N$ is the same for every term, as the scaling of \eqref{eq:I} with length requires.

\subsection{A stable series for W}

For large $q$ the power $n$ is strongly negative. The divergence of $z^n$ at small $z$ is compensated by the inner integrals, and a good formula must respect this without subtraction. Integration by parts gives
\begin{equation*}
\int_0^yx^le^{-\beta x}dx=\frac{y^{l+1}e^{-\beta y}}{l+1}
+\frac{\beta}{l+1}\int_0^yx^{l+1}e^{-\beta x}dx .
\end{equation*}
On repetition the remainder vanishes because of the growing factorial, and
\begin{equation}
\int_0^yx^le^{-\beta x}dx
=e^{-\beta y}\sum_{s=0}^\infty\frac{l!}{(l+s+1)!}\,\beta^sy^{l+s+1}.
\label{eq:inc}
\end{equation}
Apply this to the $x$ integral with $\beta=\beta_1$. The $y$ integral then has the same form, with power $l+m+s+1$ and exponent $\beta_1+\beta_2$, and a second application introduces an index $t$. The last integral is
\begin{equation*}
\int_0^\infty z^{N-1+s+t}e^{-\sigma z}dz=\frac{(N-1+s+t)!}{\sigma^{N+s+t}} .
\end{equation*}
Grouping terms by $u=s+t$ gives
\begin{equation}
W=\frac{l!}{\sigma^N}\sum_{u=0}^\infty
\frac{(N-1+u)!}{(l+m+2+u)!}\,V_u,
\label{eq:Wser}
\end{equation}
\begin{equation}
V_u=\frac{\beta_1+\beta_2}{\sigma}V_{u-1}
+\Big(\frac{\beta_1}{\sigma}\Big)^{u}\frac{(l+m+u+1)!}{(l+u+1)!},
\qquad V_{-1}=0 .
\label{eq:V}
\end{equation}
The recursion accumulates the sum over $s$ at fixed $u$, so the double series costs no more than one loop. All terms are positive. The series converges because the ratio of successive terms tends to $(\beta_1+\beta_2)/\sigma<1$; it becomes slow when $\beta_3$ is much smaller than the other two exponents.

The factorials require $l\ge0$, $l+m+1\ge0$ and $N\ge1$. From \eqref{eq:lmn}, $l\ge1$ and
\begin{equation*}
l+m=j_a+j_b+4+p_{ab}+2q+2k_{bc}+2k_{ac}\ge1,
\end{equation*}
while $N\ge-3-3+9=3$. The conditions therefore hold throughout the class considered. As an instance with a negative last power, $W(13,2,-9;3,2,1)=4.23467\times10^{-5}$ bohr$^9$ for exponents in bohr$^{-1}$. A two-dimensional quadrature of the scaled definition confirms it.

\subsection{Summing over k}

The individual coefficients hide the true size of a multipole component. For $p=1$, equation \eqref{eq:C1} shows two terms of order $1/q$ with opposite signs. For every odd $p$ and sufficiently large $q$, their sum can be written as one integral that shows its size and sign. Let
\begin{equation}
t=\ln(r_>/r_<)\ge0,\qquad D_h=\frac{\Gamma(\frac32)}{\Gamma(\frac12-h)} .
\end{equation}
Since $r_<=(r_<r_>)^{1/2}e^{-t/2}$ and $r_>=(r_<r_>)^{1/2}e^{t/2}$, the coefficient of $P_q$ in \eqref{eq:pair} is $(r_1r_2)^{p/2}F_p(\nu,t)$ with
\begin{equation}
F_p=2\nu D_h\sum_{k=0}^h(-1)^k\binom hk
\frac{\Gamma(\nu+k-h)}{\Gamma(\nu+k+1)}\,e^{-(\nu+2k-h)t}.
\label{eq:Fsum}
\end{equation}
Here $(-h)_k/k!=(-1)^k\binom hk$, and the other two Pochhammer symbols have been written as gamma functions. For $\nu>h$ the gamma ratio is a beta integral,
\begin{equation*}
\frac{\Gamma(\nu+k-h)}{\Gamma(\nu+k+1)}
=\frac1{h!}\int_0^1y^{\nu+k-h-1}(1-y)^h\,dy .
\end{equation*}
The binomial sum over $k$ then gives $(1-ye^{-2t})^h$. Substitute $y=e^{-w}$ and use
\begin{equation*}
(1-e^{-w})(1-e^{-w-2t})=4e^{-w-t}\sinh\tfrac w2\,\sinh(\tfrac w2+t).
\end{equation*}
The factors $e^{-h(w+t)}$ cancel the shifts by $h$ in the exponents, and
\begin{equation}
F_p(\nu,t)=\frac{2\nu D_h}{h!}\,e^{-\nu t}
\int_0^\infty e^{-\nu w}
\big[4\sinh\tfrac w2\,\sinh(\tfrac w2+t)\big]^hdw .
\label{eq:F}
\end{equation}

The integrand is positive, so $F_p$ has the sign of $D_h$, which is $(-1)^h$. It follows that for $\nu$ above all three values of $h$ the radial integrands of $T(q)$ have one fixed sign. This justifies exchanging the sum over $q$ with the radial integration, because a series of functions of one sign may be integrated term by term.

\section{The power-law tail and its acceleration}

\subsection{Quantities carried over}

The integral $I$ of \eqref{eq:I} has pair powers $p_{ij}$ with sum $P$, radial powers $j_i$ and exponents $\alpha_i$ with sum $\sigma$. Its Legendre terms $T(q)$ are computed from \eqref{eq:T} and \eqref{eq:Wser}; further, $\nu=q+\frac12$, $N=j_1+j_2+j_3+P+9$ and $h=(p+1)/2$. The $q$th multipole component of $r_{12}^p$ is $(r_1r_2)^{p/2}F_p(\nu,t)$, where $t=|\ln(r_1/r_2)|$ and $F_p$ is given by \eqref{eq:F}. The angular factor is $(4\pi)^3/(2q+1)^2=16\pi^3/\nu^2$.

\subsection{Scaling of the pair kernel}

The factor $e^{-\nu t}$ confines a high multipole to nearly equal radii, with logarithmic gaps of order $1/\nu$. Set $t=u/\nu$ and $w=x/\nu$ in \eqref{eq:F}. The factor $\nu$ in front cancels against $dw=dx/\nu$, and since $2h=p+1$,
\begin{equation}
F_p=\frac{2D_h}{h!\,\nu^{p+1}}\,e^{-u}\int_0^\infty e^{-x}
\Big[4\nu^2\sinh\frac{x}{2\nu}\,\sinh\frac{x+2u}{2\nu}\Big]^hdx .
\label{eq:Fscaled}
\end{equation}
The bracket is an even function of $\nu$. At fixed $u$, therefore,
\begin{equation}
F_p\sim\nu^{-(p+1)}\big[g_p(u)+O(\nu^{-2})\big],
\label{eq:Feven}
\end{equation}
and all further corrections are even in $1/\nu$. The leading function follows from $4\nu^2\sinh(\cdot)\sinh(\cdot)\to x(x+2u)$:
\begin{equation}
g_p(u)=\frac{2D_h}{h!}\,e^{-u}\sum_{i=0}^h\binom hi(2u)^i(2h-i)! .
\label{eq:g}
\end{equation}
With $D_0=\frac12$ and $D_1=-\frac14$,
\begin{equation}
g_{-1}=e^{-u},\qquad g_1=-(1+u)e^{-u}.
\label{eq:g11}
\end{equation}

Equation \eqref{eq:Fsum} shows what the sum over $k$ does numerically. Each of its terms is of order $\nu^{-h}$, whereas the sum is of order $\nu^{-2h}$. The three pairs together lose a factor of order $\nu^{h_{12}+h_{23}+h_{31}}=\nu^{(P+3)/2}$. For $p_{ij}=1$ the prefactor can be found. By \eqref{eq:C1} the magnitudes of the two terms of a pair add up to about $e^{-u}/\nu=g_{-1}(u)/\nu$. With the values $G=\frac32$ and $|G|=\frac{63}8$ found below, the summed magnitudes therefore exceed the result by $\frac32\nu^{-3}\big/\frac{63}8\nu^{-6}=\frac4{21}\nu^3$. At $q=20$ this is about $1.6\times10^3$, or three decimal digits. The terms should be computed with digits to spare, since the fit of the tail needs them accurate.

The integral has been reduced to a single Legendre series whose terms are finite sums of $W$ functions, and each scaled pair kernel has been shown to have only even corrections in $1/\nu$. It remains to derive the power-law tail and the number $G$, and to test the accelerated sum on worked examples.
